Kinetic energy of the relativistic electron gas and its two density limits

**The problem**

A uniform gas of noninteracting electrons at zero temperature has n electrons per unit volume. Each electron has momentum p and kinetic energy

T(p) = √(c⁴ + p²c²) − c²

in Hartree atomic units, where ħ = m = 1 and the speed of light is c = 137.036. Every momentum state up to the Fermi momentum k is filled with two electrons, one for each spin state.

(a) Find the kinetic energy per unit volume, t, in closed form.

(b) Show that t is proportional to n^(5/3) at low density and to n^(4/3) at high density. Find both coefficients and the first correction to each law.

(c) Define the crossover density as the density at which the two limiting laws give the same value. Find it, and find how well either law describes the gas there.

(d) Evaluate t and both limiting laws for n = 100 000 electrons per cubic bohr. This is a round model value, not the density of a particular material.

**Hints**

1. Turn the sum over momenta into an integral by counting the plane waves of a periodic box. The same count relates k to n.

2. Measure momentum in units of c. One dimensionless integral remains, with upper limit x = k/c.

3. The substitution y = sinh u removes the square root.

4. For low density, expand the integrand before integrating. For high density, compare √(1 + y²) with y and bound the difference.

5. For (c), work with x and convert to a density at the end.

**Solution**

*Where T(p) comes from.* The free Dirac Hamiltonian for momentum p is, in blocks of size two,

H = [ c², c σ·p ; c σ·p, −c² ],

where σ stands for the three Pauli matrices. In H² the off-diagonal blocks are c³ σ·p − c³ σ·p = 0. Since (σ·p)² = p², both diagonal blocks are c⁴ + p²c². The eigenvalues of H are therefore ±√(c⁴ + p²c²). The trace of H is zero, so each sign occurs twice. The gas fills the two positive-energy states at each momentum; the negative-energy states are not counted as part of it. Subtracting the rest energy c² gives T(p). "Kinetic energy" here means energy above the rest energy.

*Counting states.* In a periodic cube of volume V, the allowed momenta form a grid with one point per momentum volume (2π)³/V. With two electrons per point, the number of electrons is

N = 2 · V/(2π)³ · (4π/3) k³ = V k³/(3π²).

Hence

n = k³/(3π²),  k = (3π²n)^(1/3).

The energy is counted in the same way, with spherical shells of momentum volume 4πp² dp:

t = 2/(2π)³ ∫₀ᵏ 4πp² T(p) dp = (1/π²) ∫₀ᵏ p² T(p) dp.

Replacing the sum by an integral is justified for a large box, in which the grid is fine compared with k.

*Part (a): the integral.* Put p = cy. Then p² dp = c³ y² dy and T = c² [√(1 + y²) − 1], so

t = (c⁵/π²) F(x),  F(x) = ∫₀ˣ y² [√(1 + y²) − 1] dy,  x = k/c.

The second part of F is −x³/3. For the first part, set y = sinh u, so that √(1 + y²) = cosh u and dy = cosh u du. With U = asinh x,

∫₀ˣ y² √(1 + y²) dy = ∫₀ᵁ sinh²u cosh²u du.

Because sinh u cosh u = ½ sinh 2u and sinh² 2u = ½ (cosh 4u − 1), this equals

¼ ∫₀ᵁ sinh² 2u du = ⅛ ∫₀ᵁ (cosh 4u − 1) du = (sinh 4U)/32 − U/8.

To return to x, apply the double-angle formulas twice:

sinh 4U = 2 sinh 2U cosh 2U = 4 sinh U cosh U (1 + 2 sinh²U) = 4x √(1 + x²) (1 + 2x²).

Therefore

F(x) = ⅛ [ x(1 + 2x²)√(1 + x²) − asinh x ] − x³/3,

and the kinetic energy density is

t = c⁵/(8π²) · [ x(1 + 2x²)√(1 + x²) − asinh x − 8x³/3 ].

*Part (b): low density.* When x is small, y is small throughout the integral, and

√(1 + y²) − 1 = y²/2 − y⁴/8 + …

Multiplying by y² and integrating gives

F = x⁵/10 − x⁷/56 + …

The leading term gives t_NR = c⁵x⁵/(10π²) = k⁵/(10π²), from which c has dropped out. Now write k⁵ = k³ · k² = 3π²n · (3π²n)^(2/3):

t_NR = (3/10)(3π²)^(2/3) n^(5/3).

This is the nonrelativistic result, the sum of p²/2 over the Fermi sphere. The ratio of the second term of F to the first is −(10/56)x², so

t/t_NR = 1 − 5x²/28 + …

The correction is negative because T(p) grows more slowly than p²/2.

The closed form is a poor tool for computing t in this regime. For small x its terms are

x(1 + 2x²)√(1 + x²) = x + 5x³/2 + …,  asinh x = x − x³/6 + …

Their difference begins with (5/2 + 1/6)x³ = 8x³/3, which the last term of the bracket removes. What survives is 8F ≈ 4x⁵/5. At x = 10⁻⁴ the bracket should be 8.0 × 10⁻²¹, but ordinary double precision can return 1.2 × 10⁻²⁰, 1.4 × 10⁻²⁰ or even zero, depending on the order of the operations. The rounding errors of terms of size 10⁻⁴ are comparable with the answer. The series avoids this. So does integration of the equivalent form

T(p) = p²c² / [√(c⁴ + p²c²) + c²],

which contains no subtraction.

*Part (b): high density.* Even when x is large, the integral includes small y, so an expansion for large y cannot be used over the whole range without care. A bound settles the matter. For y > 0,

√(1 + y²) − y = 1/[√(1 + y²) + y],

which lies between 0 and 1/(2y). Multiplying by y² and integrating from 0 to x gives a remainder R with 0 < R < x²/4, and

F = ∫₀ˣ y² (y − 1) dy + R = x⁴/4 − x³/3 + R.

For large x the first term dominates: t_UR = c⁵x⁴/(4π²) = c k⁴/(4π²). With k⁴ = 3π²n · (3π²n)^(1/3),

t_UR = (3/4)(3π²)^(1/3) c n^(4/3).

This is the result for particles with energy cp. Dividing F by x⁴/4 gives

t/t_UR = 1 − 4/(3x) + …,

where the omitted part is positive and smaller than 1/x². The correction has a simple meaning. The term −x³/3 contributes −c⁵x³/(3π²) = −c²k³/(3π²) = −c²n to t, which is the rest energy subtracted from each electron.

*Both laws are upper bounds.* For p > 0 the denominator in the second form of T(p) exceeds 2c², so T(p) < p²/2. Also c⁴ + p²c² < (c² + cp)², so T(p) < cp. Integrating these inequalities over the Fermi sphere gives t < t_NR and t < t_UR at every nonzero density.

*Part (c): the crossover.* The limiting laws are equal when

x⁵/10 = x⁴/4,  that is, x = 5/2.

With k = 5c/2, the density is

n_x = (5c/2)³/(3π²) = 125c³/(24π²) = 1.358 × 10⁶ bohr⁻³ = 9.16 × 10³⁶ m⁻³.

At this density the closed form gives

t/t_NR = t/t_UR = 0.609.

The true energy is thus 39 percent below the value on which the two laws agree. Their intersection marks where one law takes over from the other as the lower upper bound. It does not mark a place where either law is accurate, and nothing abrupt happens there, since t is a smooth function of n.

The number also depends on the definition. If the crossover were placed at k = c, where the Fermi momentum equals mc in ordinary units, the density would be c³/(3π²) = 8.69 × 10⁴ bohr⁻³. That is smaller by the factor (5/2)³ ≈ 15.6. Both definitions give a density proportional to c³, but with different prefactors, so a quoted crossover density needs its definition beside it.

*Part (d): numbers.* For n = 100 000 bohr⁻³,

k = (3π² × 100 000)^(1/3) = 143.5953,
x = 143.5953/137.036 = 1.04787,
√(1 + x²) = 1.44846.

The three terms of the bracket are

x(1 + 2x²)√(1 + x²) = 4.8509,
asinh x = 0.9148,
8x³/3 = 3.0682,

and the bracket is 4.8509 − 0.9148 − 3.0682 = 0.8679. The prefactor is c⁵/(8π²) = 6.1205 × 10⁸ hartree/bohr³. Hence

t = 6.1205 × 10⁸ × 0.8679 = 5.312 × 10⁸ hartree/bohr³.

Dividing by n gives the mean kinetic energy per electron:

t/n = 5312 hartree = 144.5 keV.

The limiting laws give

t_NR/n = 6186 hartree, 16 percent above the true value,
t_UR/n = 14 758 hartree, 2.78 times the true value.

The low-density law is still the better of the two, as expected for x < 5/2. The same quantities at other densities, with energies per electron in hartree, are:

n (bohr⁻³) | x | t/n | t_NR/n | t_UR/n
---|---|---|---|---
1 | 0.0226 | 2.871 | 2.871 | 318.0
10³ | 0.226 | 284.6 | 287.1 | 3180
10⁷ | 4.86 | 52 490 | 133 300 | 68 500
10⁹ | 22.6 | 299 800 | 2 871 000 | 318 000

At 10⁷ bohr⁻³ the high-density law has become the better one, but it is still 30 percent too high. At 10⁹ bohr⁻³ it is 6 percent too high.

The numerical check checks the closed form against direct quadrature and against an explicit sum over the states of a finite box. It also recovers n_x from coefficients extracted numerically at extreme densities.

*What the result covers.* These are the energies of a model without interactions. The electrostatic, exchange and correlation energies of a real electron gas have to be added, and so do magnetic and retardation effects between electrons. Zero temperature means that the thermal energy is small compared with T(k). If t(n) is applied point by point to an atom or a solid, as in a local density approximation, that is a further assumption: the density should change little over a distance 1/k.

**Variation 1: a crossover defined by the slope**

*Question.* The local exponent g = d ln t/d ln n changes from 5/3 to 4/3. Show that it takes the midway value 3/2 at one density only, and find that density.

*Solution.* Differentiate both integrals with respect to their upper limit: dt/dk = k²T(k)/π² and dn/dk = k²/π². Their ratio is

dt/dn = T(k).

Added electrons enter at the Fermi surface, so each one costs the kinetic energy found there. With ε(x) = √(1 + x²) − 1,

g = (n/t) dt/dn = n T(k)/t = x³ε(x)/[3F(x)].

For small x this tends to (x⁵/2)/(3x⁵/10) = 5/3, and for large x to x⁴/(3x⁴/4) = 4/3.

To show that g falls steadily, let s be the logarithmic slope of ε. With w = √(1 + x²) and x² = (w − 1)(w + 1),

s(x) = d ln ε/d ln x = x²/[w(w − 1)] = 1 + 1/w,

which decreases as x grows. Between a point y < x and x itself, the slope is therefore larger than s(x), and

ε(y) < ε(x)(y/x)^s, with s = s(x) held fixed.

Insert this into F and integrate y^(2+s):

F(x) < x³ε(x)/(3 + s),  so 3g > 3 + s.

Now differentiate ln(3g) = 3 ln x + ln ε − ln F. Since dF/dx = x²ε, the last term contributes −x³ε/F = −3g, and

d ln(3g)/d ln x = 3 + s − 3g < 0.

So g decreases continuously from 5/3 to 4/3 and passes 3/2 once. Solving g = 3/2 numerically gives

x = 2.159,  n = 8.75 × 10⁵ bohr⁻³.

This density is 36 percent below n_x, where g = 1.483. For the example of part (d), g = 8421/5312 = 1.585, with T(k) = 8421 hartree.

**Variation 2: the width of the crossover**

*Question.* Up to what density is t_NR at most 1 percent too high, and from what density on is t_UR at most 1 percent too high?

*Solution.* Each limit is reached where the law equals 1.01 t, or t/law = 1/1.01 = 1 − 1/101. There is one such density for each law. By Variation 1, g lies between 4/3 and 5/3, so t/t_NR falls steadily with density and t/t_UR rises steadily.

The first corrections from part (b) give estimates:

5x²/28 ≈ 1/101,  x ≈ 0.235,
4/(3x) ≈ 1/101,  x ≈ 135.

Solving with the full closed form gives

x = 0.238,  n = 1.17 × 10³ bohr⁻³ for t_NR,
x = 133.9,  n = 2.09 × 10¹¹ bohr⁻³ for t_UR.

The two densities differ by a factor of 1.8 × 10⁸. The range between them is also lopsided about n_x: its lower edge lies a factor of about 1.2 × 10³ below n_x, and its upper edge a factor of about 1.5 × 10⁵ above. The corrections explain this. Far below the crossover the relative error shrinks as x², or n^(2/3), when the density is lowered. Far above it, the error shrinks only as 1/x, or n^(−1/3), when the density is raised, because the subtracted rest energy c² per electron fades slowly against a mean energy that grows as n^(1/3).

If the rest energy is kept in the total, the slow term disappears. The energy density is then t + c²n = (c⁵/π²)(x⁴/4 + R), and since 0 < R < x²/4, its relative excess over t_UR is less than 1/x².

Numbers as computed

```
speed of light c = 137.035999 a.u.
Dirac test: |p| = 98.9949 a.u., T(p) = 4387.4607 hartree
box sum: 928161 momenta, largest rel. error of t = 1.0e-03
closed form vs quadrature: largest rel. error = 1.7e-11
low-density correction coefficient of x^2 = -0.17856
high-density correction coefficient of 1/x = -1.33323
EXAMPLE n = 100000 bohr^-3
k = 143.5953 a.u.
x = k/c = 1.047866
sqrt(1+x^2) = 1.448455
x(1+2x^2)sqrt(1+x^2) = 4.850915
asinh x = 0.914818
8x^3/3 = 3.068215
bracket = 0.867883
c^5/(8 pi^2) = 6.12045e+08 hartree/bohr^3
t = 5.31184e+08 hartree/bohr^3
t/n = 5311.84 hartree = 144.542 keV
t_NR/n = 6185.89 hartree, t_NR/t = 1.1645
t_UR/n = 14758.30 hartree, t_UR/t = 2.7784
T(k) = 8421.48 hartree, local exponent = 1.5854
TABLE n [bohr^-3], x, t/n, t_NR/n, t_UR/n [hartree], exponent
1e+00   0.02258 2.87097e+00 2.87123e+00 3.17958e+02 1.6666
1e+03   0.22576 2.84561e+02 2.87123e+02 3.17958e+03 1.6608
1e+05   1.04787 5.31184e+03 6.18589e+03 1.47583e+04 1.5854
1e+07   4.86376 5.24942e+04 1.33271e+05 6.85019e+04 1.4186
1e+09  22.57558 2.99801e+05 2.87123e+06 3.17958e+05 1.3528
CROSSOVER t_NR = t_UR: x = 2.500000
n_x = 1.35801e+06 bohr^-3 = 9.1643e+36 m^-3
n_x from measured coefficients = 1.35801e+06 bohr^-3
t/t_NR = t/t_UR at n_x = 0.6088
local exponent at n_x = 1.4828
marker k = c: n = 8.69127e+04 bohr^-3, exponent = 1.5902
marker exponent 3/2: x = 2.1590, n = 8.74606e+05 bohr^-3
t_NR 1 percent too high: x = 0.2380, n = 1.1722e+03 bohr^-3
t_UR 1 percent too high: x = 133.91, n = 2.0871e+11 bohr^-3
ratio of these two densities = 1.781e+08
bracket at x = 1e-04: double precision 1.1932e-20, 50 digits 8.0000e-21
```
